# Total-Energy Boltzmann Solver: Equilibrium Flux Cancellation and Limits of First-Order Truncation: a program that tests the result

```python
# RESULT UNDER TEST
# First-order spherical-harmonic Boltzmann model, f = f0 + cos(theta) f1.
# At fixed total energy H = eps + V(x):
#     -d/dx [ kappa(H-V) df0/dx ] = g S0[f0],   kappa = g v^2 tau / 3.
# At equilibrium the gradient flux -kappa (df0/dx at fixed eps) and the
# field flux -kappa F (df0/deps) cancel at every position and energy.
# eps: kinetic energy, V: band-edge energy, F = -dV/dx: force,
# g: density of states per spin and valley, v: speed, tau: scattering time.
# Internal units: eV, nm, ps. Particle fluxes are positive along +x.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import InterpolatedUnivariateSpline
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

q = const.e
hbar = const.hbar / q * 1e12
mass_unit = const.m_e * 1e6 / q              # electron mass, eV ps^2/nm^2
temperature = 300.0
kB = const.k / q
kT = kB * temperature
m_long, m_trans = 0.916, 0.19                # rough silicon masses
m_dos = (m_long * m_trans**2) ** (1 / 3)
m_cond = 3 / (1 / m_long + 2 / m_trans)
mass = m_dos * mass_unit
alpha = 0.5                                  # nonparabolicity, 1/eV
phonon = 0.060                               # phonon energy, eV
density_mass = 2330 * 1e6 / q * 1e-27        # eV ps^2/nm^5
sound = 9.0                                  # nm/ps
D_acoustic = 9.0                             # eV
D_optical = 120.0                            # eV/nm
N_ph = 1 / np.expm1(phonon / kT)
c_ac = 2 * np.pi * kT * D_acoustic**2 / (hbar * density_mass * sound**2)
c_op = np.pi * hbar * D_optical**2 / (density_mass * phonon)
copies = 12                                  # two spins, six valleys
to_A_cm2 = q * 1e26                          # 1/(nm^2 ps) to A/cm^2
dos_factor = (2 * mass / hbar**2) ** 1.5 / (4 * np.pi**2)


def dos(e):
    e = np.maximum(e, 0.0)
    return dos_factor * np.sqrt(e * (1 + alpha * e)) * (1 + 2 * alpha * e)


def speed(e):
    e = np.maximum(e, 0.0)
    return np.sqrt(2 * e * (1 + alpha * e) / mass) / (1 + 2 * alpha * e)


def total_rate(e):
    return (c_ac * dos(e) + c_op * N_ph * dos(e + phonon)
            + c_op * (N_ph + 1) * dos(e - phonon))


def kappa(e):
    e = np.maximum(e, 0.0)
    return dos(e) * speed(e) ** 2 / (3 * total_rate(e))


def k_of(e):
    return np.sqrt(2 * mass * e * (1 + alpha * e)) / hbar


def energy_of(k_squared):
    gam = hbar**2 * k_squared / (2 * mass)
    return 2 * gam / (1 + np.sqrt(1 + 4 * alpha * gam))


# ---- symbolic test of the two angular projections (hbar = 1) ----
X, K, KZ, P2, MU, FO = sp.symbols("x k k_z p2 mu F", positive=True)
s = KZ**2 + P2
trial = (1 + X) * sp.exp(-s) + KZ * X**2 * sp.exp(-s)
stream = KZ / (1 + s) * sp.diff(trial, X) + FO * sp.diff(trial, KZ)
stream = stream.subs(P2, K**2 - KZ**2).subs(KZ, K * MU)
stream = sp.expand(sp.simplify(stream))
project0 = sp.integrate(stream, (MU, -1, 1)) / 2
project1 = sp.integrate(sp.expand(stream * MU), (MU, -1, 1)) * sp.Rational(3, 2)
vel = K / (1 + K**2)
g_sym = K**2 / vel
s0, s1 = (1 + X) * sp.exp(-K**2), K * X**2 * sp.exp(-K**2)
gvf = g_sym * vel * s1
claim0 = (sp.diff(gvf, X) + FO * sp.diff(gvf, K) / vel) / (3 * g_sym)
claim1 = vel * (sp.diff(s0, X) + FO * sp.diff(s0, K) / vel)
assert sp.simplify(project0 - claim0) == 0
assert sp.simplify(project1 - claim1) == 0

# density of states against direct counting of states in a k sphere
counted = k_of(0.5) ** 3 / (6 * np.pi**2)
assert abs(quad(dos, 0, 0.5)[0] / counted - 1) < 1e-6
# speed against the slope of the dispersion relation
k_test, dk = k_of(0.3), 1e-4
slope = (energy_of((k_test + dk)**2) - energy_of((k_test - dk)**2)) / (2 * dk)
assert abs(slope / hbar / speed(0.3) - 1) < 1e-6


def exchange_matrix(size, groups):
    """Loss matrix for pairs a,b with rates a->b and b->a."""
    rows, cols, vals = [], [], []
    for a, b, r_ab, r_ba in groups:
        rows += [a, a, b, b]
        cols += [a, b, b, a]
        vals += [r_ab, -r_ba, r_ba, -r_ab]
    return coo_matrix((np.concatenate(vals),
                       (np.concatenate(rows), np.concatenate(cols))),
                      shape=(size, size)).tocsc()


def solve_device(x, V, n_sub, H_low, H_high, mu_left, mu_right, N_x=None):
    dx, dH = x[1] - x[0], phonon / n_sub
    H = H_low + (np.arange(round((H_high - H_low) / dH)) + 0.5) * dH
    eps = H[None, :] - V[:, None]
    active = eps > 0
    g = dos(eps)
    V_face = (V[1:] + V[:-1]) / 2
    kap = kappa(H[None, :] - V_face[:, None]) * (active[1:] & active[:-1])
    number = np.full(eps.shape, -1)
    number[active] = np.arange(active.sum())
    on = kap > 0
    conduct = kap[on] / dx**2
    groups = [(number[:-1][on], number[1:][on], conduct, conduct)]
    N_local = np.full(len(x), N_ph) if N_x is None else N_x
    both = active[:, :-n_sub] & active[:, n_sub:]
    strength = c_op * g[:, :-n_sub] * g[:, n_sub:]
    up = (strength * N_local[:, None])[both]
    down = (strength * (N_local[:, None] + 1))[both]
    groups.append((number[:, :-n_sub][both], number[:, n_sub:][both], up, down))
    A = exchange_matrix(active.sum(), groups)
    f = np.zeros(eps.shape)
    f[0] = np.exp((mu_left - H) / kT) * active[0]
    f[-1] = np.exp((mu_right - H) / kT) * active[-1]
    contact = np.zeros(eps.shape, bool)
    contact[0] = contact[-1] = True
    fixed = np.flatnonzero(contact[active])
    free = np.flatnonzero(~contact[active])
    vec = f[active]
    A_free = A[free]
    lu = splu(A_free[:, free].tocsc(), permc_spec="MMD_AT_PLUS_A",
              diag_pivot_thresh=0.0, options=dict(SymmetricMode=True))
    vec[free] = lu.solve(-(A_free[:, fixed] @ vec[fixed]))
    f[active] = vec
    flux = -kap * np.diff(f, axis=0) / dx
    return dict(x=x, V=V, H=H, dH=dH, dx=dx, eps=eps, active=active, g=g,
                kap=kap, f=f, flux=flux, V_face=V_face,
                current=copies * flux.sum(axis=1) * dH)


# ---- contact density and low-field mobility by quadrature ----
def thermal_integral(fun):
    return quad(lambda e: fun(e) * np.exp(-e / kT), 0, 1.5,
                points=[0.02, phonon, 0.2], limit=200)[0]


n_contact = 0.01                             # 1/nm^3 = 1e19 cm^-3
N_band = copies * thermal_integral(dos)
fermi = kT * np.log(n_contact / N_band)
mobility = thermal_integral(kappa) / kT / thermal_integral(dos)  # nm^2/(V ps)

# the device solver on a uniform slab must return n * mobility * force
drop = 1e-4
x_slab = np.linspace(0, 20, 41)
slab = solve_device(x_slab, -drop * x_slab / 20, 10, 0.0, 0.9,
                    fermi, fermi - drop)
slab_ratio = slab["current"].mean() / (n_contact * mobility * drop / 20)
assert abs(slab_ratio - 1) < 0.02            # finite energy step

# ---- device potential ----
length, barrier, bias = 200.0, 0.20, 1.2
edge_s, edge_d, w_edge, drop_x, w_drop = 40.0, 100.0, 6.0, 90.0, 15.0


def potential(x, v_drain):
    hump = np.tanh((x - edge_s) / w_edge) - np.tanh((x - edge_d) / w_edge)
    fall = 0.5 * (1 + np.tanh((x - drop_x) / w_drop))
    return barrier / 2 * hump - v_drain * fall


x = np.linspace(0, length, 401)
V_eq = potential(x, 0.0)
eq = solve_device(x, V_eq, 10, 0.0, 0.9, fermi, fermi)
maxwell = np.exp((fermi - eq["H"]) / kT)[None, :] * np.ones_like(eq["f"])
act = eq["active"]
eq_error = np.max(np.abs(eq["f"][act] / maxwell[act] - 1))
assert eq_error < 1e-7

# ---- the two fluxes, extracted separately from the solved f0 ----
i0 = int(np.argmin(abs(x - edge_s)))
force0 = -(potential(edge_s + 1e-3, 0) - potential(edge_s - 1e-3, 0)) / 2e-3
dE = 0.001
e_grid = (np.arange(600) + 0.5) * dE
logs, splines = [], []
for i in range(i0 - 2, i0 + 3):
    a = act[i]
    spl = InterpolatedUnivariateSpline(eq["H"][a], np.log(eq["f"][i][a]), k=1)
    splines.append(spl)
    logs.append(spl(e_grid + V_eq[i]))
h = eq["dx"]
dlog_dx = (logs[0] - 8 * logs[1] + 8 * logs[3] - logs[4]) / (12 * h)
mid = splines[2]
dlog_de = (mid(e_grid + V_eq[i0] + dE) - mid(e_grid + V_eq[i0] - dE)) / (2 * dE)
f_mid = np.exp(logs[2])
grad_flux = -kappa(e_grid) * f_mid * dlog_dx
field_flux = -kappa(e_grid) * force0 * f_mid * dlog_de
split_error = np.max(np.abs(grad_flux + field_flux) / np.abs(field_flux))
assert split_error < 1e-3                    # finite difference in x
J_grad = copies * grad_flux.sum() * dE
J_field = copies * field_flux.sum() * dE
n_near = [copies * np.sum(dos(e_grid) * np.exp(l)) * dE for l in logs]
dn_dx = (n_near[0] - 8 * n_near[1] + 8 * n_near[3] - n_near[4]) / (12 * h)
assert abs(J_field / (n_near[2] * mobility * force0) - 1) < 0.01
assert abs(J_grad / (-mobility * kT * dn_dx) - 1) < 0.01


def defect(sol):
    """Largest net/field flux ratio at the source edge, eps < 0.3 eV."""
    e = sol["H"] - sol["V_face"][i0]
    use = (sol["kap"][i0] > 0) & (e < 0.3)
    f_face = (sol["f"][i0] + sol["f"][i0 + 1]) / 2
    field = sol["kap"][i0] * abs(force0) * f_face / kT
    return np.max(np.abs(sol["flux"][i0][use]) / field[use])


defect_eq = defect(eq)
assert defect_eq < 1e-6
# zero bias but phonons at 400 K over part of the barrier: no cancellation
T_x = np.where((x > 40) & (x < 70), 400.0, temperature)
hot = solve_device(x, V_eq, 10, 0.0, 0.9, fermi, fermi,
                   1 / np.expm1(phonon / (kB * T_x)))
defect_hot = defect(hot)
assert defect_hot > 1e-3


def kinetic_grid_defect(dx, de):
    """Central differences of the Maxwellian on an (x, eps) grid."""
    def f(xx, e):
        return np.exp(-(e + potential(xx, 0.0)) / kT)
    e = 0.05
    grad = (f(edge_s + dx, e) - f(edge_s - dx, e)) / (2 * dx)
    field = force0 * (f(edge_s, e + de) - f(edge_s, e - de)) / (2 * de)
    return abs((grad + field) / field)


naive_1, naive_2 = kinetic_grid_defect(1.0, 0.006), kinetic_grid_defect(0.5, 0.003)
assert naive_2 > 1e-3 and 3 < naive_1 / naive_2 < 5


# ---- biased device ----
def hot_time(sol, threshold):
    n_hot = copies * np.sum((sol["g"] * sol["f"])[sol["eps"] > threshold])
    return n_hot * sol["dH"] * sol["dx"] / sol["current"].mean()


V_on = potential(x, bias)
on = solve_device(x, V_on, 10, -bias, 0.9, fermi, fermi - bias)
J_on = on["current"].mean()
conserve = np.ptp(on["current"]) / J_on
assert J_on > 0 and conserve < 1e-4          # rounding in nearly flat contacts
assert on["f"][on["active"]].min() > 0
x_c = np.linspace(0, length, 201)
coarse = solve_device(x_c, potential(x_c, bias), 5, -bias, 0.9,
                      fermi, fermi - bias)
change_J = coarse["current"].mean() / J_on - 1
she_06, she_10 = hot_time(on, 0.6), hot_time(on, 1.0)
change_hot = hot_time(coarse, 0.6) / she_06 - 1
assert abs(change_J) < 0.10 and abs(change_hot) < 0.10
n_on = copies * (on["g"] * on["f"]).sum(axis=1) * on["dH"]
e_on = copies * (on["g"] * on["f"] * on["eps"]).sum(axis=1) * on["dH"] / n_on
force_on = -np.gradient(V_on, x)
i_pk = int(np.argmax(force_on))
use = on["kap"][i_pk] > 0
v_face = speed(on["H"] - on["V_face"][i_pk])[use]
g_face = dos(on["H"] - on["V_face"][i_pk])[use]
f_face = ((on["f"][i_pk] + on["f"][i_pk + 1]) / 2)[use]
anisotropy = np.sum(3 * abs(on["flux"][i_pk][use]) / v_face) / np.sum(g_face * f_face)


# ---- uniform field: truncated model against Monte Carlo ----
def uniform_she(force, n_sub=24, e_max=2.4):
    d = phonon / n_sub
    size = round(e_max / d)
    e = (np.arange(size) + 0.5) * d
    j = np.arange(size - 1)
    kf = kappa((j + 1) * d)
    lo = np.arange(size - n_sub)
    st = c_op * dos(e[lo]) * dos(e[lo + n_sub])
    c = force**2 * kf / d**2
    A = exchange_matrix(size, [(j, j + 1, c, c),
                               (lo, lo + n_sub, st * N_ph, st * (N_ph + 1))])
    A = A.toarray()
    A[0] = dos(e) * d                        # normalization replaces one row
    rhs = np.zeros(size)
    rhs[0] = 1
    f = np.linalg.solve(A, rhs)
    return -force * np.sum(kf * np.diff(f)), np.sum(dos(e) * e * f) * d


rng = np.random.default_rng(7)


def collide(kz, kp2, e, gamma):
    r = rng.random(e.size) * gamma
    ac = c_ac * dos(e)
    ab = ac + c_op * N_ph * dos(e + phonon)
    em = ab + c_op * (N_ph + 1) * dos(e - phonon)
    hit = np.flatnonzero(r < em)
    rh = r[hit]
    step = np.where(rh < ac[hit], 0.0, np.where(rh < ab[hit], phonon, -phonon))
    k = k_of(np.maximum(e[hit] + step, 0.0))
    c = 2 * rng.random(hit.size) - 1
    kz[hit] = k * c
    kp2[hit] = k**2 * (1 - c**2)


def uniform_mc(force, e_cap, particles=4000, steps=1500, skip=350):
    gamma = total_rate(e_cap)
    k = k_of(rng.gamma(1.5, kT, particles))
    c = 2 * rng.random(particles) - 1
    kz, kp2 = k * c, k**2 * (1 - c**2)
    v_sum = e_sum = 0.0
    for n in range(steps):
        kz += force * rng.exponential(1 / gamma, particles) / hbar
        e = energy_of(kz**2 + kp2)
        if n >= skip:
            v_sum += np.mean(hbar * kz / (mass * (1 + 2 * alpha * e)))
            e_sum += np.mean(e)
        collide(kz, kp2, e, gamma)
    return v_sum / (steps - skip), e_sum / (steps - skip)


low_she, low_mc = uniform_she(3e-4), uniform_mc(3e-4, 0.5)
high_she, high_mc = uniform_she(1e-2), uniform_mc(1e-2, 1.8)
assert abs(low_she[0] / low_mc[0] - 1) < 0.05    # noise plus truncation
assert abs(low_she[1] / low_mc[1] - 1) < 0.05
assert abs(high_she[0] / high_mc[0] - 1) < 0.30  # truncation is real here
assert abs(high_she[1] / high_mc[1] - 1) < 0.30


# ---- device Monte Carlo from the barrier top, all harmonics kept ----
def device_mc(particles=20000):
    top = x[int(np.argmax(V_on))]
    gamma = 1.5 * total_rate(1.8)
    k = k_of(rng.gamma(2.0, kT, particles))      # flux-weighted Maxwellian
    c = np.sqrt(rng.random(particles))
    kz, kp2 = k * c, k**2 * (1 - c**2)
    pos = np.full(particles, top)
    t06 = t10 = 0.0
    passed = 0
    for _ in range(20000):
        dt = rng.exponential(1 / gamma, pos.size)
        kz += 0.5 * dt * np.interp(pos, x, force_on) / hbar
        e = energy_of(kz**2 + kp2)
        pos = pos + dt * hbar * kz / (mass * (1 + 2 * alpha * e))
        kz += 0.5 * dt * np.interp(pos, x, force_on) / hbar
        e = energy_of(kz**2 + kp2)
        inside = (pos > top) & (pos < length)
        t06 += np.sum(inside & (e > 0.6)) / gamma
        t10 += np.sum(inside & (e > 1.0)) / gamma
        # far below the barrier an electron can neither return nor reheat
        sunk = inside & (e + np.interp(pos, x, V_on) < -0.75)
        passed += np.sum(pos >= length) + np.sum(sunk)
        keep = inside & ~sunk
        pos, kz, kp2, e = pos[keep], kz[keep], kp2[keep], e[keep]
        if pos.size == 0:
            break
        collide(kz, kp2, e, gamma)
    assert pos.size == 0
    return t06 / passed, t10 / passed, passed / particles


mc_06, mc_10, passed_fraction = device_mc()
assert 0.5 < she_06 / mc_06 < 2.0            # sizes the truncation error

# ---- sizes of other neglected effects ----
e_fine = np.linspace(0, 1.5, 30001)


def n_fermi(mu):
    occ = 1 / (1 + np.exp((e_fine - mu) / kT))
    return copies * np.sum(dos(e_fine) * occ) * (e_fine[1] - e_fine[0])


mu_fd = brentq(lambda m: n_fermi(m) - n_contact, -0.3, 0.3)
einstein = n_contact / (kT * (n_fermi(mu_fd + 1e-4) - n_fermi(mu_fd - 1e-4)) / 2e-4)
channel = (x > 50) & (x < 90)
n_channel = n_on[channel].mean()
eps_si = 11.7 * const.epsilon_0
space_charge = q * n_channel * 1e27 * (60e-9) ** 2 / (8 * eps_si)
i_top = int(np.argmax(V_on))
curvature = -np.gradient(np.gradient(V_on, x), x)[i_top]
tunnel = hbar**2 * curvature / mass / (24 * kT**2)
ion_rate = 0.1 * np.maximum(on["eps"] - 1.12, 0) ** 2    # assumed, 1/ps
pairs = copies * np.sum(on["g"] * on["f"] * ion_rate) * on["dH"] * on["dx"] / J_on
series = J_on * to_A_cm2 * 40e-7 / (q * n_contact * 1e21 * 100.0)
T_use = 358.0
thermal_gain = np.exp(V_on[i_top] * (1 / kT - 1 / (kB * T_use)))

print(f"thermal energy kT at 300 K: {kT*1e3:.2f} meV")
print(f"density-of-states mass: {m_dos:.3f} m0; conductivity mass: {m_cond:.3f} m0")
print(f"nonparabolicity: {alpha} 1/eV; phonon energy: {phonon*1e3:.0f} meV")
print(f"acoustic potential: {D_acoustic} eV; optical: {D_optical/10:.0f}e8 eV/cm")
print(f"mass density: 2330 kg/m3; sound speed: {sound*1e3:.0f} m/s")
print(f"phonon occupation: {N_ph:.4f}; total rate at 0.5 eV: {total_rate(0.5):.1f} 1/ps")
print(f"low-field mobility: {mobility*0.01:.0f} cm2/Vs")
print(f"slab solver current / quadrature current: {slab_ratio:.4f}")
print(f"contact density: {n_contact*1e21:.1e} cm-3; Fermi level: {fermi*1e3:.1f} meV")
print(f"barrier: {barrier} eV; edges: {edge_s:.0f}, {edge_d:.0f} nm; edge width: {w_edge} nm")
print(f"bias fall centre: {drop_x:.0f} nm; width: {w_drop:.0f} nm; length: {length:.0f} nm")
print(f"grid steps: {h:.2f} nm, {eq['dH']*1e3:.1f} meV; unknown levels at bias: {len(on['H'])}")
print("ZERO BIAS, source edge x = 40 nm")
print(f"largest relative error of solved Maxwellian: {eq_error:.1e}")
print(f"force: {force0*1e3:.2f} meV/nm; density: {n_near[2]*1e21:.3e} cm-3")
j50 = int(np.argmin(abs(e_grid - 0.0505)))
unit = copies * to_A_cm2
print(f"at eps {e_grid[j50]*1e3:.1f} meV, gradient flux x q: {grad_flux[j50]*unit:.4e} A/cm2/eV")
print(f"at eps {e_grid[j50]*1e3:.1f} meV, field flux x q: {field_flux[j50]*unit:.4e} A/cm2/eV")
print(f"integrated gradient flux x q: {J_grad*to_A_cm2:.4e} A/cm2")
print(f"integrated field flux x q: {J_field*to_A_cm2:.4e} A/cm2")
print(f"largest split-flux mismatch, relative: {split_error:.1e}")
print(f"total-energy grid net/field flux: {defect_eq:.1e}")
print(f"kinetic grid net/field, 1 nm and 6 meV: {naive_1:.4f}")
print(f"kinetic grid net/field, 0.5 nm and 3 meV: {naive_2:.4f}")
print(f"its spurious current x q: {naive_2*abs(J_field)*to_A_cm2:.2e} A/cm2")
print(f"400 K phonons at 40-70 nm, largest net/field flux: {defect_hot:.4f}")
print(f"400 K phonons, net particle flux x q: {hot['current'].mean()*to_A_cm2:.2e} A/cm2")
print(f"BIAS {bias} V")
print(f"particle flux x q: {J_on*to_A_cm2:.3e} A/cm2; relative spread in x: {conserve:.1e}")
print(f"barrier top: {V_on[i_top]:.4f} eV at {x[i_top]:.1f} nm")
print(f"peak force / q: {force_on[i_pk]*1e4:.0f} kV/cm at {x[i_pk]:.1f} nm")
for place in (60, 80, 90, 100, 110, 130):
    i = int(np.argmin(abs(x - place)))
    print(f"x {place} nm: mean energy {e_on[i]:.4f} eV, density {n_on[i]*1e21:.2e} cm-3")
print(f"time above 0.6 eV per electron: SHE {she_06*1e3:.1f} fs, MC {mc_06*1e3:.1f} fs")
print(f"time above 1.0 eV per electron: SHE {she_10*1e3:.1f} fs, MC {mc_10*1e3:.1f} fs")
print(f"MC fraction passing from barrier top: {passed_fraction:.3f}")
print(f"coarse-grid change: current {change_J*100:.2f} %, time above 0.6 eV {change_hot*100:.2f} %")
print(f"mean |f1| / mean f0 at peak force: {anisotropy:.3f}")
print("UNIFORM FIELD, velocity in 1e7 cm/s and mean energy in eV")
print(f"3 kV/cm: SHE {low_she[0]/100:.4f}, {low_she[1]:.4f}; MC {low_mc[0]/100:.4f}, {low_mc[1]:.4f}")
print(f"100 kV/cm: SHE {high_she[0]/100:.4f}, {high_she[1]:.4f}; MC {high_mc[0]/100:.4f}, {high_mc[1]:.4f}")
print("NEGLECTED EFFECTS")
print(f"mass anisotropy, m_dos/m_cond: {m_dos/m_cond:.3f}")
print(f"contact degeneracy, D/(mobility kT/q): {einstein:.3f}")
print(f"mobile charge: {n_channel*1e21:.2e} cm-3, potential shift {space_charge*1e3:.2f} mV")
print(f"barrier-top tunnelling, relative current gain: {tunnel:.1e}")
print(f"pairs per electron, assumed rate 0.1/ps/eV2 above 1.12 eV: {pairs:.1e}")
print(f"40 nm contact drop at assumed 100 cm2/Vs: {series*1e3:.4f} mV")
print(f"barrier factor gain from 300 K to {T_use:.0f} K: {thermal_gain:.2f}")
print("done: every assertion held")
```

It prints:

```
thermal energy kT at 300 K: 25.85 meV
density-of-states mass: 0.321 m0; conductivity mass: 0.258 m0
nonparabolicity: 0.5 1/eV; phonon energy: 60 meV
acoustic potential: 9.0 eV; optical: 12e8 eV/cm
mass density: 2330 kg/m3; sound speed: 9000 m/s
phonon occupation: 0.1089; total rate at 0.5 eV: 40.2 1/ps
low-field mobility: 1329 cm2/Vs
slab solver current / quadrature current: 1.0004
contact density: 1.0e+19 cm-3; Fermi level: -27.3 meV
barrier: 0.2 eV; edges: 40, 100 nm; edge width: 6.0 nm
bias fall centre: 90 nm; width: 15 nm; length: 200 nm
grid steps: 0.50 nm, 6.0 meV; unknown levels at bias: 350
ZERO BIAS, source edge x = 40 nm
largest relative error of solved Maxwellian: 6.0e-13
force: -16.67 meV/nm; density: 2.091e+17 cm-3
at eps 50.5 meV, gradient flux x q: 9.5849e+07 A/cm2/eV
at eps 50.5 meV, field flux x q: -9.5852e+07 A/cm2/eV
integrated gradient flux x q: 7.4139e+06 A/cm2
integrated field flux x q: -7.4141e+06 A/cm2
largest split-flux mismatch, relative: 2.5e-05
total-energy grid net/field flux: 1.2e-14
kinetic grid net/field, 1 nm and 6 meV: 0.0502
kinetic grid net/field, 0.5 nm and 3 meV: 0.0127
its spurious current x q: 9.42e+04 A/cm2
400 K phonons at 40-70 nm, largest net/field flux: 0.0348
400 K phonons, net particle flux x q: 2.98e+02 A/cm2
BIAS 1.2 V
particle flux x q: 1.045e+04 A/cm2; relative spread in x: 1.0e-10
barrier top: 0.1889 eV at 52.5 nm
peak force / q: 455 kV/cm at 97.5 nm
x 60 nm: mean energy 0.0519 eV, density 2.64e+15 cm-3
x 80 nm: mean energy 0.2254 eV, density 2.96e+15 cm-3
x 90 nm: mean energy 0.4545 eV, density 4.72e+15 cm-3
x 100 nm: mean energy 0.6232 eV, density 8.31e+15 cm-3
x 110 nm: mean energy 0.0560 eV, density 3.92e+17 cm-3
x 130 nm: mean energy 0.0402 eV, density 8.05e+18 cm-3
time above 0.6 eV per electron: SHE 302.5 fs, MC 300.6 fs
time above 1.0 eV per electron: SHE 57.7 fs, MC 60.3 fs
MC fraction passing from barrier top: 0.860
coarse-grid change: current 0.35 %, time above 0.6 eV -0.12 %
mean |f1| / mean f0 at peak force: 0.449
UNIFORM FIELD, velocity in 1e7 cm/s and mean energy in eV
3 kV/cm: SHE 0.3319, 0.0457; MC 0.3183, 0.0453
100 kV/cm: SHE 0.9547, 0.3664; MC 0.9396, 0.3608
NEGLECTED EFFECTS
mass anisotropy, m_dos/m_cond: 1.243
contact degeneracy, D/(mobility kT/q): 1.118
mobile charge: 3.00e+15 cm-3, potential shift 2.09 mV
barrier-top tunnelling, relative current gain: 6.9e-03
pairs per electron, assumed rate 0.1/ps/eV2 above 1.12 eV: 2.5e-05
40 nm contact drop at assumed 100 cm2/Vs: 0.2610 mV
barrier factor gain from 300 K to 358 K: 3.27
done: every assertion held
```
